\section*{Why neutral shallow donors in small supercells need an electrostatic correction}

\section{The neutral cell}

\textbf{Q:} My supercell holds one shallow donor and is neutral. I correct the energy of the positive donor for its periodic images and its uniform background. Why should the neutral one need an electrostatic correction as well?

\textbf{A:} Because a neutral cell can contain the same charge distribution as the positive cell. The positive cell holds a localized core of charge $+1$ and an artificial uniform background of charge $-1$. In the neutral cell the background is absent, but the donor electron, if its natural orbit is much larger than the cell, spreads almost evenly through it. It then plays the part of the background, and the electrostatic energy is nearly the same.

\textbf{Q:} Can you show this as an energy, not just as a resemblance?

\textbf{A:} Take a cubic cell of side $L$ and a host that screens linearly with dielectric constant $\varepsilon$. The electron sits at the bottom of a parabolic band of mass $m$ at $\Gamma$. I use atomic units, so $m$ is in units of the free-electron mass. The core is a point, and the electron is described by its smooth envelope; the rapid oscillation of its Bloch function belongs to the band-edge energy. Electron repulsion is treated in Hartree mean field, and changes in exchange and correlation are left out. The zero of energy is an isolated ionized donor plus an electron at the band edge.

Let $n_{\mathbf G}=\int_{\rm cell} n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r$, with $n_0=1$. With the core at the origin, the charge density has components $1-n_{\mathbf G}$. These are real because the cell has inversion symmetry. The component at $\mathbf G=0$ vanishes by neutrality. With
\begin{equation}
v_{\mathbf G}=\frac{4\pi}{\varepsilon L^3G^2},
\end{equation}
the electrostatic energy is $\frac12\sum_{\mathbf G\ne0}v_{\mathbf G}(1-n_{\mathbf G})^2$, less the self-energy of an isolated core, which is already in the reference. Expanding the square and adding the kinetic energy $T$ gives
\begin{equation}
E=-M+T-\sum_{\mathbf G\ne0}v_{\mathbf G}n_{\mathbf G}
+\frac12\sum_{\mathbf G\ne0}v_{\mathbf G}n_{\mathbf G}^2 .
\label{energy}
\end{equation}
Here $-M$ is the part without $n_{\mathbf G}$: the core interacting with its images in a uniform neutralizing charge. A uniform electron has $n_{\mathbf G}=0$ for every $\mathbf G\neq0$, and its envelope has no kinetic energy. Hence $E=-M$, which is also the energy of the positive cell with its background.

\textbf{Q:} How large is $M$?

\textbf{A:} By scaling, $M=\alpha/(2\varepsilon L)$, where $\alpha$ is a pure number. To find it, set $L=\varepsilon=1$ and write $1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$. The potential at a core, without its own $1/r$, is $-\alpha$. The short-range part is summed over the other cores, and its background contributes $-\int \operatorname{erfc}(\eta r)\,r^{-1}d^3r=-\pi/\eta^2$. The long-range part is summed over $\mathbf G=2\pi\mathbf g$, with $\mathbf g$ a nonzero integer vector. That sum includes the core's own term, $\operatorname{erf}(\eta r)/r\to2\eta/\sqrt\pi$, which must be subtracted. Thus
\begin{equation}
-\alpha=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}
+\sum_{\mathbf g\ne0}\frac{e^{-\pi^2g^2/\eta^2}}{\pi g^2}
-\frac{\pi}{\eta^2}-\frac{2\eta}{\sqrt\pi}.
\label{ewald}
\end{equation}
The result does not depend on $\eta$; evaluating the sums gives $\alpha=2.8373$. The average potential is zero, so the background adds no further energy, and the energy per cell is half the potential at the core, $-\alpha/2$.

\section{Neutrality and electron size}

\textbf{Q:} Then should every neutral defect receive this correction?

\textbf{A:} No. Consider an electron with a fixed Gaussian density of width $s$, for which $n_{\mathbf G}=e^{-G^2s^2/2}$. I compare electrostatic energies only. Two sums are needed, and both follow from Eq.~(\ref{ewald}). Restore $L$ and put $\eta=1/(\sqrt2\,w)$, where $w$ is a width much smaller than $L$. The $\operatorname{erfc}$ sum is then exponentially small, and
\begin{equation}
\sum_{\mathbf G\ne0}\frac{4\pi}{L^3G^2}e^{-G^2w^2/2}
\simeq\sqrt{\frac2\pi}\frac1w-\frac{\alpha}{L}+\frac{2\pi w^2}{L^3}.
\end{equation}
The core--electron term has $w=s$. The electron--electron term contains $n_{\mathbf G}^2=e^{-G^2s^2}$, so it has $w=\sqrt2\,s$. Equation~(\ref{energy}) without $T$ becomes
\begin{align}
\varepsilon E_{\rm es}\simeq{}&-\frac{\alpha}{2L}
-\left(\sqrt{\frac2\pi}\frac1s-\frac{\alpha}{L}+\frac{2\pi s^2}{L^3}\right)\nonumber\\
&+\frac12\left(\frac1{\sqrt\pi\,s}-\frac{\alpha}{L}+\frac{4\pi s^2}{L^3}\right)\nonumber\\
={}&-\sqrt{\frac2\pi}\frac1s+\frac1{2\sqrt\pi\,s}.
\end{align}
The terms in $1/L$ and $1/L^3$ cancel. What remains is the energy of the isolated core and Gaussian, so a compact neutral defect of this kind needs no correction.

In the opposite limit, $s\gg L$, the overlapping Gaussians form a uniform density. Every $n_{\mathbf G}$ with $\mathbf G\ne0$ vanishes and the cell energy tends to $-M$, while the isolated energy goes to zero as $1/s$. For $\varepsilon=12$ and $L=10$ angstrom, the energies are:

\begin{center}
\begin{tabular}{ccc}
$s/L$ & cell (eV) & isolated (eV)\\
0.1 & $-0.619$ & $-0.619$\\
0.5 & $-0.172$ & $-0.124$\\
5.0 & $-0.170$ & $-0.012$
\end{tabular}
\end{center}

All three cells are neutral. The width of the electron relative to the cell decides whether there is an error.

\section{The electron's response}

\textbf{Q:} A real donor electron is attracted to the core. Why does it not gather there and undo your argument?

\textbf{A:} It gathers a little, but confinement to a small region costs kinetic energy. The natural size follows from the isolated donor. Insert $\psi\propto e^{-r/a}$ into its one-electron equation:
\begin{equation}
-\frac1{2m}\left(\frac1{a^2}-\frac2{ar}\right)-\frac1{\varepsilon r}=E_{\rm iso}.
\end{equation}
The $1/r$ terms cancel if $a=\varepsilon/m$, leaving $E_{\rm iso}=-1/(2ma^2)=-R$, with $R=m/(2\varepsilon^2)$. This reference has no repulsion of the electron by itself.

Now let $x=L/a$ be small. In the cell, write the orbital, before normalization, as $1+\sum_{\mathbf G\ne0}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, with real, even coefficients. To first order $n_{\mathbf G}=2c_{\mathbf G}$, because the constant part combines with both $c_{\mathbf G}$ and $c_{-\mathbf G}$. With $t_{\mathbf G}=G^2/(2m)$, the energy to second order is
\begin{equation}
E+M\simeq\sum_{\mathbf G\ne0}\left(t_{\mathbf G}c_{\mathbf G}^2-2v_{\mathbf G}c_{\mathbf G}\right).
\end{equation}
The Hartree term is of third order and is not needed yet. Setting the derivative with respect to $c_{\mathbf G}$ to zero gives $c_{\mathbf G}=v_{\mathbf G}/t_{\mathbf G}$. Since $\mathbf G=2\pi\mathbf g/L$,
\begin{align}
v_{\mathbf G}&=\frac1{\pi\varepsilon Lg^2},\qquad
t_{\mathbf G}=\frac{2\pi^2g^2}{mL^2},\\
c_{\mathbf G}&=\frac{mL}{2\pi^3\varepsilon g^4}=\frac{x}{2\pi^3g^4},\qquad
n_{\mathbf G}=\frac{x}{\pi^3g^4}.
\end{align}
The density becomes uniform as $x\to0$. To leading order in $x$, its rms variation, relative to the mean, is
\begin{equation}
\left(\sum_{\mathbf G\ne0}n_{\mathbf G}^2\right)^{1/2}
=\frac{x\sqrt{S_8}}{\pi^3},\qquad S_p=\sum_{\mathbf g\ne0}g^{-p}.
\end{equation}

\textbf{Q:} And how much energy does this gathering release?

\textbf{A:} Put $c_{\mathbf G}=v_{\mathbf G}/t_{\mathbf G}$ back into the energy. The kinetic term is $+\sum v_{\mathbf G}c_{\mathbf G}$ and the attraction is $-2\sum v_{\mathbf G}c_{\mathbf G}$, so
\begin{equation}
E+M\simeq-\sum_{\mathbf G\ne0}v_{\mathbf G}c_{\mathbf G}
=-\frac{x}{2\pi^4\varepsilon L}S_6=-R\frac{S_6}{\pi^4}.
\end{equation}
The last step uses $x/L=1/a$ and $1/(\varepsilon a)=2R$. With $S_6=8.402$, the released energy is $0.0863R$, independent of cell size at this order.

The next term shows how that changes as the cell grows. The energy is stationary, so a second-order error in the orbital affects it only at fourth order. The first-order orbital is therefore sufficient for the third-order energy. Two contributions appear: the product of first-order waves in the density, and the Hartree repulsion $\frac12v_{\mathbf G}(2c_{\mathbf G})^2$. Writing $c_{\mathbf g}$ for the coefficient at $2\pi\mathbf g/L$,
\begin{align}
E_3&=-\sum_{\mathbf g\ne0}v_{\mathbf g}
\sum_{\mathbf h\ne0,\mathbf g}c_{\mathbf h}c_{\mathbf g-\mathbf h}
+2\sum_{\mathbf g\ne0}v_{\mathbf g}c_{\mathbf g}^2\nonumber\\
&=-\frac{x^2}{4\pi^7\varepsilon L}K=-\frac{Rx}{2\pi^7}K,\\
K&=\sum_{\mathbf g\ne0}\frac1{g^2}
\sum_{\mathbf h\ne0,\mathbf g}\frac1{h^4|\mathbf g-\mathbf h|^4}-2S_{10}.
\end{align}
Here I used $1/(\varepsilon L)=2R/x$. Numerical summation gives $K/(2\pi^7)=0.0071$. Through this order,
\begin{equation}
E\simeq-M-Rf,\qquad f=0.0863+0.0071x.
\label{cell}
\end{equation}

The rms density variation also has a next term. Let $d_{\mathbf g}$ be the second-order part of the orbital coefficient. Collecting second-order terms in the self-consistent wave equation gives
\begin{equation}
t_{\mathbf g}d_{\mathbf g}=\sum_{\mathbf h\ne0,\mathbf g}v_{\mathbf h}c_{\mathbf g-\mathbf h}-2v_{\mathbf g}c_{\mathbf g},
\end{equation}
where the last term is the Hartree repulsion. The density component is then $2c_{\mathbf g}+q_{\mathbf g}$, with $q_{\mathbf g}=2d_{\mathbf g}+\sum_{\mathbf h\ne0,\mathbf g}c_{\mathbf h}c_{\mathbf g-\mathbf h}$. Expanding the root of the summed squares multiplies the leading rms variation by
\begin{equation}
1+\frac{\sum_{\mathbf g\ne0}c_{\mathbf g}q_{\mathbf g}}{2\sum_{\mathbf g\ne0}c_{\mathbf g}^2}=1+0.093x,
\end{equation}
where the number comes from numerical summation.

\section{Numbers and the donor level}

\textbf{Q:} What does this mean for a cell I could afford?

\textbf{A:} Take round model parameters, $\varepsilon=12$ and $m=0.2$. Then $a=12/0.2=60$ bohr, or 31.75 angstrom, and $R=0.0189$ eV. Because $1/(2\varepsilon L)=R/x$, the correction is $M=\alpha Ra/L$. At $L=10$ angstrom,
\begin{equation}
M=2.8373\times0.0189\times\frac{31.75}{10}\ {\rm eV}=0.170\ {\rm eV}.
\end{equation}
This is nine times the true binding energy. I also minimized Eq.~(\ref{energy}) numerically, using plane waves and a self-consistent Hartree potential. The rms density variation is 2.8\%, and gathering releases 0.0017 eV. The error relative to the isolated neutral donor, at $-R$, is
\begin{align}
\Delta_{\rm before}&=-0.1702-0.0017+0.0189=-0.153\ {\rm eV},\\
\Delta_{\rm after}&=-0.0017+0.0189=+0.017\ {\rm eV}.
\end{align}
Results for three cells, all in eV, are:

\begin{center}
\begin{tabular}{cccc}
$L$ (angstrom) & $M$ & before & after\\
10 & 0.170 & $-0.153$ & $+0.017$\\
15 & 0.113 & $-0.096$ & $+0.017$\\
20 & 0.085 & $-0.068$ & $+0.017$
\end{tabular}
\end{center}

\textbf{Q:} Why does 0.017 eV remain, whatever the cell?

\textbf{A:} Adding $M$ removes the false electrostatic energy, but it cannot create the bound orbit that the small cell suppresses. The remaining error is $R(1-f)$, and $f$ hardly changes over these sizes. A larger cell would not remove all of it in this model: about $0.51R$ stays because the electron repels itself, as the last section explains. The corrected energy describes an ionized donor with a nearly free electron, not the bound neutral donor.

Extrapolation from small cells has the same limitation. The uncorrected neutral energies are $-0.17190$ eV at 10 angstrom and $-0.08683$ eV at 20 angstrom. Eliminating a $1/L$ term gives $2(-0.08683)-(-0.17190)=-0.0018$ eV. The extrapolation recovers roughly the small gathering energy, not the full binding energy $R=0.0189$ eV.

\textbf{Q:} What happens to the donor level if I correct only the positive cell?

\textbf{A:} The depth of the $(+/0)$ level below the band edge is $E(D^+)-E(D^0)$ with the present energy zero. The corrected positive cell has energy zero and the uncorrected neutral cell has $-M-Rf$. The apparent depth is therefore $M+Rf=0.172$ eV at 10 angstrom, so a shallow donor looks deep.

If both cells are corrected, the depth is $0-(-Rf)=0.0017$ eV. If neither is corrected, it is $-M-(-M-Rf)=Rf$, the same value. The level then looks shallow, but only because two errors cancel: both formation energies still contain $-M$. Correcting both removes that term from the formation energies as well.

\section{Where the correction stops}

\textbf{Q:} Is there a cell size at which I should stop adding $M$?

\textbf{A:} In this model, adding all of $M$ reduces the size of the error while $M-R(1-f)>R(1-f)$. Equality and $M=\alpha R/x$ give
\begin{equation}
\frac{\alpha}{x}=2(1-f).
\end{equation}
Inserting $f$ from Eq.~(\ref{cell}) and multiplying by $x$ gives
\begin{equation}
2(0.0071)x^2-2(1-0.0863)x+2.8373=0.
\end{equation}
The smaller root is $x=1.57$, or $L=50$ angstrom. The other root lies far outside the small-cell expansion. Because 1.57 is not small either, I solved the cell numerically at that size. The errors before and after correction are both 0.017 eV in magnitude, with opposite signs, so the estimate holds there.

Measured against $-R$, the full correction does more harm than good beyond this size. Once the cell is large enough to hold a localized neutral donor, the compact-electron limit applies and $M$ should not be added. In between, neither adding all of $M$ nor leaving it out can be relied on, and the electron density has to be examined. Even in a very large cell, this mean-field model does not reach $-R$: the electron's repulsion of itself leaves the isolated donor at about $-0.49R$. That error is separate from the one $M$ corrects, but it enters the crossover above. Measured against the model's own limit, $-0.49R$, the errors before and after correction balance only near $x=4$. The crossover is therefore known only roughly, at a cell side of one and a half to four donor radii.

\textbf{Q:} My calculation uses several $k$ points. Does $M$ cover that too?

\textbf{A:} No. On a shifted $2\times2\times2$ mesh, each component of $\mathbf k$ is $\pm\pi/(2L)$. All eight points have the same energy above the band edge,
\begin{equation}
\frac{k^2}{2m}=\frac1{2m}\,3\left(\frac{\pi}{2L}\right)^2
=\frac{3\pi^2}{8mL^2}.
\end{equation}
For the 10 angstrom cell this is 1.41 eV. It is positive, varies as $1/L^2$, and comes from filling band states above the minimum. It must be subtracted separately, in addition to adding $M$. The gathering changes too, because the cost of mixing in a wave becomes $(|\mathbf k+\mathbf G|^2-k^2)/(2m)$; the leading term of $f$ rises from 0.086 to 0.110. A real band need not remain parabolic to such an energy, so the subtraction should use the calculated band energies and occupations.

\textbf{Q:} What else should I settle before using $M$ in a real host?

\textbf{A:} The value of $\varepsilon$ must describe the response present in the calculation: electronic screening if the ions are fixed, electronic and ionic screening if they relax. The host must also screen as a uniform medium over the distances in the cell. The finite core, short-range potential and exchange--correlation response are outside this model, and so is a band edge with several valleys away from $\Gamma$, as in silicon. A 10 angstrom cell strains the model. Its longest waves lie $2\pi^2/(mL^2)=7.5$ eV above the band edge, so the gathering energy is only indicative. Screening is also weaker at such wave vectors, which adds a term of order $1/L^3$ that can be as large as the 0.017 eV residual. Finally, inspect the donor orbital. If it is nearly uniform on the scale of the cell, apart from the host's Bloch oscillations, the neutral cell contains the error $-M$, provided the electron keeps its Hartree repulsion of itself as it does here. Fock exchange changes the amount. At $\Gamma$, with exchange fraction $1/\varepsilon$, one occupied spin orbital and a Madelung correction for the $\mathbf G=0$ term, the uniform electron gains a further $-M$ and the error is $-2M$. If it is compact, neutrality removes the $1/L$ error, as you first expected. A compact neutral defect with a dipole moment still has a smaller error, of order $1/L^3$.
